# Curvature of the Self-Consistent Harmonic Free Energy: Cubic and Quartic Vertices, part 2

How stiffly does the mean position of a thermally vibrating atom resist a force? Atoms with coordinates $x_a$, masses $m_a$ and potential $V$ are described by a Gaussian trial state, the thermal state of a harmonic Hamiltonian with centroid $R$, force constants $\Phi$ and free energy $F_h$. With $u=x-R$ and $A:B=\sum_{ab}A_{ab}B_{ab}$, the trial free energy is

$$F(R,\Phi)=F_h(\Phi)+\langle V\rangle-\tfrac12\,\Phi:\Psi,\qquad \Psi_{ab}=\langle u_au_b\rangle. \tag{3}$$

Its minimum over $\Phi$, possibly local, is $F(R)$. It is assumed to have positive definite $\Phi$ and positive second variation. Energies are in eV and lengths in nm or pm.

The Gaussian average of a function $f$ obeys

$$d\langle f\rangle=\tfrac12\sum_{ab}\langle\partial_a\partial_bf\rangle\,d\Psi_{ab}\qquad(R\text{ fixed}). \tag{10}$$

The free energy changes by

$$dF=\sum_a\langle\partial_aV\rangle dR_a+\tfrac12\big(\langle\partial\partial V\rangle-\Phi\big):d\Psi, \tag{11}$$

so at the minimum

$$\Phi_{ab}=\langle\partial_a\partial_bV\rangle. \tag{13}$$

The external force holding the centroid is then $\langle\partial_aV\rangle$. Let $\Phi^{(3)}$ and $\Phi^{(4)}$ be the averaged third and fourth derivatives of $V$, and define $\Lambda$ by $d\Psi=2\Lambda\,d\Phi$. With index pairs treated as single indices, the curvature is

$$\boxed{\frac{\partial^2F}{\partial R_a\partial R_b}=\Phi_{ab}+\sum_{cdef}\Phi^{(3)}_{acd}\Big[\Lambda\big(1-\Phi^{(4)}\Lambda\big)^{-1}\Big]_{cd,ef}\Phi^{(3)}_{efb}} \tag{19}$$

The second term is the dressed correction; the bare correction is $\Phi^{(3)}\Lambda\Phi^{(3)}$.

The matrix $\Phi_{ab}/\sqrt{m_am_b}$ has orthonormal eigenvectors $e_\mu$ and eigenvalues $\omega_\mu^2$; $\hbar\omega_\mu$ is a trial quantum. Each mode has variance

$$g(\omega^2)=\frac{\hbar(2n+1)}{2\omega}=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2kT}, \tag{6}$$

with $n=1/(e^{\hbar\omega/kT}-1)$, and

$$\lambda_{\mu\nu}=\frac12\,\frac{g(\omega_\mu^2)-g(\omega_\nu^2)}{\omega_\mu^2-\omega_\nu^2},\qquad
\Lambda_{ab,cd}=\sum_{\mu\nu}\frac{\lambda_{\mu\nu}\,e_{\mu a}e_{\nu b}e_{\mu c}e_{\nu d}}{\sqrt{m_am_bm_cm_d}}. \tag{22}$$

In the classical limit

$$\lambda_{\mu\nu}=-\frac{kT}{2\omega_\mu^2\omega_\nu^2}. \tag{24}$$

For equal frequencies the first quantum correction multiplies this by $1+(\hbar\omega/kT)^4/720$.

### The correction cannot be positive

Both $1/\omega$ and $\coth(\hbar\omega/2kT)$ fall as $\omega$ rises, so $g$ is decreasing and every $\lambda_{\mu\nu}$ is negative. Thus $L=-\Lambda$ is positive definite on symmetric matrices. At fixed $R$, (11) reads $dF=\frac12(\langle\partial\partial V\rangle-\Phi):d\Psi$. Differentiate once more along a straight line in $\Psi$, using $d\langle\partial\partial V\rangle=\frac12\Phi^{(4)}d\Psi$ and $d\Phi=-\frac12L^{-1}d\Psi$:

$$d^2F=\tfrac14\,d\Psi:\big(L^{-1}+\Phi^{(4)}\big)\,d\Psi. \tag{25}$$

At the assumed minimum this is positive. Moreover $1-\Phi^{(4)}\Lambda=1+\Phi^{(4)}L=(L^{-1}+\Phi^{(4)})L$, so the inverse in (19) exists, and

$$\frac{\partial^2F}{\partial R\,\partial R}=\Phi-\Phi^{(3)}\big(L^{-1}+\Phi^{(4)}\big)^{-1}\Phi^{(3)}. \tag{26}$$

The correction lowers the curvature or leaves it unchanged. The width of the cloud is an internal variable, and letting it relax cannot make the response stiffer. The correction vanishes when $\Phi^{(3)}=0$, for instance for one atom at an inversion centre of a fixed cage. If an eigenvalue of $L^{-1}+\Phi^{(4)}$ falls to zero, the trial minimum loses its strict stability and the derivation fails.

### An aluminium surface atom at 600 K

The atom lies in the top layer of a (100) film, with $x,y$ along the cubic axes in the surface and $z$ outward. Its eight nearest neighbours are fixed at $b(\pm1,\pm1,0)$, $b(\pm1,0,-1)$ and $b(0,\pm1,-1)$, with $b=r_0/\sqrt2$. Each bond has the Morse energy $D_e[1-e^{-\alpha(r-r_0)}]^2$. Rough, round values in the regime of aluminium are $D_e=0.5$ eV, $\alpha=11$ nm$^{-1}$, $r_0=0.286$ nm and mass 27 u.

The bond stiffness is $k_b=2D_e\alpha^2=121$ eV/nm². At the ideal site every bond is unstrained and contributes $k_bn_an_b$, where $n$ is its unit vector. Four bonds have $n_z^2=\frac12$ and six have $n_x^2=\frac12$. The harmonic stiffnesses are thus $2k_b=242$ eV/nm² along $z$ and $3k_b=363$ eV/nm² along $x$.

At 600 K, $kT=51.7$ meV. The Morse energy is bounded at large distance, whereas the entropy term lowers the free energy without limit as the Gaussian widens. The minimum used here is therefore the local one that describes the bound atom. The solution of (13) with zero force gives:

| Quantity | Values |
|---|---|
| Outward shift | 3.30 pm |
| $\Phi_{xx},\ \Phi_{zz}$ | 366.3, 235.4 eV/nm² |
| Rms displacement $x,\ z$ | 11.98, 14.90 pm |
| $\Phi^{(3)}_{zxx},\ \Phi^{(3)}_{zzz}$ | −2542.6, −3770.1 eV/nm³ |
| $\Phi^{(4)}_{xxxx},\ \Phi^{(4)}_{xxyy}$ | 14842, 112864 eV/nm⁴ |
| $\Phi^{(4)}_{xxzz},\ \Phi^{(4)}_{zzzz}$ | 21885, 25308 eV/nm⁴ |
| $\Lambda_{xx,xx},\ \Lambda_{zz,zz}$ | −1.9264, −4.6645 in $10^{-7}$ nm⁴/eV |

The trial quantum along $z$ is 19.09 meV, so $(\hbar\omega/kT)^4/720\approx3\times10^{-5}$. This explains why the classical value of $\Lambda_{zz,zz}$, $-4.6644\times10^{-7}$ nm⁴/eV, is so close.

Mirror symmetry leaves two channels in the $zz$ component of (26): $(xx+yy)/\sqrt2$ and $zz$. The cubic source is

$$s=(\sqrt2\,\Phi^{(3)}_{zxx},\ \Phi^{(3)}_{zzz})=(-3595.8,\,-3770.1)\ \text{eV/nm}^3.$$

The bare correction is the sum over channels of $\Lambda s^2$, namely $-2.49-6.63=-9.12$ eV/nm². For the dressed one, the diagonal quartic elements are $\Phi^{(4)}_{xxxx}+\Phi^{(4)}_{xxyy}=127706$ and $25308$, and the off-diagonal one is $\sqrt2\,\Phi^{(4)}_{xxzz}=30950$ eV/nm⁴. Adding $L^{-1}$ gives

$$L^{-1}+\Phi^{(4)}=\begin{pmatrix}5.3187&0.0310\\0.0310&2.1692\end{pmatrix}\times10^6\ \text{eV/nm}^4.$$

With the $2\times2$ inverse written out, $s^{T}(L^{-1}+\Phi^{(4)})^{-1}s$ is

$$\frac{2.1692\,(3595.8)^2-2(0.0310)(3595.8)(3770.1)+5.3187\,(3770.1)^2}{(5.3187\times2.1692-0.0310^2)\times10^6}=8.91\ \text{eV/nm}^2.$$

The curvature is therefore $235.4-8.9=226.5$ eV/nm², or 36.3 N/m. The cubic correction is 3.8% of $\Phi_{zz}$, and the quartic vertices reduce its size by 2.3%. At 300 and 400 K the dressed corrections are −4.50 and −5.98 eV/nm², nearly proportional to temperature, as (24) suggests when the vertices change little.

Pulling the centroid outward at 600 K makes the correction relatively larger:

| $z$ (pm) | Force (eV/nm) | $\Phi_{zz}$ (eV/nm²) | Bare | Dressed | Curvature |
|---|---|---|---|---|---|
| 20 | 3.278 | 178.3 | −10.9 | −10.5 | 167.8 |
| 40 | 6.057 | 125.0 | −12.7 | −11.9 | 113.1 |
| 60 | 7.914 | 87.7 | −13.8 | −12.6 | 75.1 |

Between 40 and 60 pm the mean slope of the force is $(7.914-6.057)/0.020=92.9$ eV/nm². The average of the two end curvatures is 94.1, whereas that of the two $\Phi_{zz}$ is 106.4. The slope of the force follows the full curvature.

### A test away from symmetry

At the centroid $(8,4,20)$ pm the free energy (3) was minimized numerically over all six elements of $\Phi$. This was repeated at centroids displaced by 0.5 pm steps, and the minima were differentiated by central differences. The result was $\partial^2F/\partial z^2=167.971$ eV/nm², against 167.970 from (19). Over all components the largest misfit was 0.0009 eV/nm² for (19), 0.39 for the bare correction and 10.7 for $\Phi$ alone. The quartic dressing is thus resolved well above the numerical error.

### What the model leaves out

**The Gaussian form.** Classically, consider all densities with mean $R$, not just Gaussian ones. Add a uniform force $f$, and let $W(f)=-kT\ln\int e^{-(V-f\cdot x)/kT}dx$. Then $R_a=-\partial W/\partial f_a$, and a second differentiation gives $\partial R_a/\partial f_b=C_{ab}/kT$, with $C$ the covariance. The constrained free energy $W+f\cdot R$ has gradient $f$ with respect to $R$, so its curvature is $kT\,C^{-1}$. Integrating the Boltzmann factor at $f=0$ over a box around the site, which excludes escape, gives 225.9 eV/nm² along $z$. The classical Gaussian theory gives $\Phi_{zz}=235.5$ and a curvature of 226.6. The correction removes most of the difference, and the remaining error is 0.3% of the Boltzmann value.

**Fixed neighbours.** This is the largest of the neglected effects sized here. In a harmonic block with nine atomic planes along each in-plane axis and five layers, clamped at its sides and below, letting the neighbours relax lowers the $z$ stiffness from 242 to 154 eV/nm², or by 36%. The clamped rim still holds the block back, and freeing more atoms can only lower this harmonic value further. Blocks with 17, 33 and 49 planes along each in-plane axis and 9, 17 and 25 layers give 147, 144 and 142 eV/nm². Extrapolation in the inverse size gives about 140 eV/nm², a drop of 42%. If all the atoms are included among the coordinates, (19) gives the Hessian for all the centroids, and eliminating those of the neighbours gives the relaxed stiffness. Vibration of the neighbours also blurs the bonds. If it is uncorrelated and as large as that of the atom, the covariance of each bond doubles. With the centroid held fixed, $\Phi_{zz}$ then rises to 241.3 eV/nm². This is a rise of 5.9 eV/nm². To first order, equation (10) gives $\frac12\sum_{cd}\Phi^{(4)}_{zzcd}\Psi_{cd}\approx6.0$ eV/nm². The sign reverses once the centroid and the width of the atom are allowed to settle, with the neighbours' covariance kept at that value. The outward shift then doubles to 6.7 pm, $\Phi_{zz}$ falls to 228.7 and the curvature to 219.8 eV/nm².

**Strain.** A rough 0.7% expansion of the cage changes the curvature only from 226.51 to 226.75 eV/nm² once the centroid has settled. The mean position is more sensitive: its height above the lower layer then exceeds $b$ by 1.9 pm instead of 3.3 pm. A rough film strain of +0.5% in the plane and −0.5% along the normal gives 226.80 eV/nm². The reason is a first-order cancellation. A bond with energy $\varphi(r)$ has stiffness $\varphi''$ along itself and $\varphi'/r$ across itself. For an in-plane strain $\epsilon$, the inclined bonds keep their length in both cases, because the atom sinks or the layers approach. Their $n_z^2$ falls to $\frac12-\epsilon$, which costs $4k_b\epsilon$. The four in-plane bonds are stretched by $r_0\epsilon$, so $\varphi'/r=k_b\epsilon$ for each, which returns $4k_b\epsilon$. The argument holds for this geometry and for the normal component, without thermal motion.

**The real film.** The bond stiffness can be set beside the phonons of bulk aluminium. When neighbouring (100) planes move in antiphase along their normal, each atom has eight bonds with $n^2=\frac12$ along the motion and a relative displacement of twice its own, so $m\omega^2=8k_b$. Scaling from the trial quantum gives $19.09\sqrt{968/235.4}\approx39$ meV, close to the rough 40 meV at the top of the real spectrum. The agreement is for one mode. The same bonds give 27 meV for the transverse mode at that wave vector, against roughly 24 meV in aluminium, and $c_{44}=48$ GPa against roughly 28 GPa. Their Grüneisen parameter averaged over the zone is about 1.1, against roughly 2.2 for the metal. The comparison thus supports the rough stiffness of the bond, not its anharmonicity. The latter sets the size of the cubic correction and was not fitted to aluminium, so the correction is only a rough guide to the metal. The temperature is within the range of process anneals and above that of normal chip operation. A film in a device, however, can have grains and an oxidized or capped surface. Under an oxide or a cap the missing bonds above the atom are partly replaced, which changes the cubic vertex by an amount not computed here. The many-atom character of metallic bonding is also absent. The 36.3 N/m is a property of the frozen-cage model, and in the harmonic estimate the relaxation of the neighbours alone would lower it by more than a third. The values of the main calculation are listed in the numerical output.

## Calculated quantities

```
Bond: depth 0.5 eV, inverse width 11.0 1/nm, length 0.286 nm
Mass 27.0 u; T 600 K; kT 51.70 meV
Bond stiffness 121.0 eV/nm^2 = 19.39 N/m
Harmonic frozen-cage stiffness zz 242.0, xx 363.0 eV/nm^2
EQUILIBRIUM CENTROID, 600 K
Outward shift 3.298 pm
Phi xx 366.34, zz 235.42 eV/nm^2
Trial quanta x 23.82, z 19.09 meV
Rms displacement x 11.98, z 14.90 pm
Phi3 zxx -2542.6, zzz -3770.1 eV/nm^3
Phi4 xxxx 14842, xxyy 112864 eV/nm^4
Phi4 xxzz 21885, zzzz 25308 eV/nm^4
Lam xx,xx -1.9264e-07, zz,zz -4.6645e-07 nm^4/eV
Classical -kT/(2 Phi_zz^2) -4.6644e-07 nm^4/eV
Bare correction xx -3.876, zz -9.121 eV/nm^2
Dressed correction xx -3.826, zz -8.912 eV/nm^2
Two-channel value of dressed zz -8.912 eV/nm^2
Eigenvalues of 1-Phi4 Lam: min 0.9811, max 1.0435
Free-energy Hessian xx 362.51, zz 226.51 eV/nm^2
Free-energy Hessian zz 36.29 N/m
TEMPERATURE: shift (pm), Phi_zz, dressed_zz, Hessian_zz (eV/nm^2)
300 K: 1.701, 238.61, -4.496, 234.11
400 K: 2.222, 237.57, -5.976, 231.59
600 K: 3.298, 235.42, -8.912, 226.51
PULLED CENTROID, 600 K: force (eV/nm), Phi_zz, bare, dressed, Hessian_zz
z 20 pm: 3.278, 178.34, -10.913, -10.530, 167.81
z 40 pm: 6.057, 125.00, -12.663, -11.922, 113.07
z 60 pm: 7.914, 87.70, -13.789, -12.591, 75.11
TEST AT CENTROID (8, 4, 20) pm, 600 K
Hessian zz: minimized F 167.971, formula 167.970 eV/nm^2
Hessian xz: minimized F -18.486, formula -18.486 eV/nm^2
Largest misfit: dressed 0.0009, bare 0.3879, Phi only 10.688 eV/nm^2
NEGLECTED EFFECTS, 600 K
Classical zz: Phi 235.51, Hessian 226.61, Boltzmann 225.91 eV/nm^2
Classical shift: Gaussian 3.250, Boltzmann 3.307 pm
Classical free energy above Boltzmann value 0.5383 meV
Harmonic zz stiffness with relaxing neighbours 154.0 eV/nm^2
Phi_zz, neighbours smeared independently, same centroid 241.34 eV/nm^2
Hessian zz, cage expanded 0.7 %: 226.75 eV/nm^2
Hessian zz, film strain +0.5 % in plane, -0.5 % normal: 226.80 eV/nm^2
```
